Line Tension and the Contact Angle of a Dewetted Nanoparticle

A thin metal film on an oxide, heated well below its melting point, can break up by surface diffusion and end as a set of separate particles. If a particle has had time to reach equilibrium, the angle at which its surface meets the substrate records a balance of surface and interface energies. For a large particle this angle does not depend on size. A particle with a base radius of 10 nm has much more edge per unit of base area, and the atoms along that edge have surroundings found neither on the free surface nor at the interface. How much can their excess energy shift the contact angle?

**The quantities and a quick estimate**

Let γ be the energy per area of the particle's free surface, γ_s that of the bare substrate, and γ_i that of the particle–substrate interface. The contact line is a circle of radius a. The angle θ is measured through the particle, so θ > 90° means that the particle overhangs its base. The line tension τ is the excess energy per length of contact line, after the three areas have been counted with their own energies. Unlike a surface energy, it may have either sign.

In a solid, the energy needed to create surface differs from the stress needed to stretch it. Here γ is the energy of creation, because the shape changes by transport of atoms. The substrate is flat, rigid and inert, and γ is taken to be the same for all surface orientations.

Move a short piece of the contact line outward by dx. Per unit length of line, four energies change:

- an area dx of bare substrate disappears, giving −γ_s dx;
- an area dx of interface appears, giving +γ_i dx;
- the free surface, inclined at θ, lengthens by cos θ dx, giving +γ cos θ dx;
- the circle itself grows. Its energy rises by 2πτ dx, shared over a length 2πa, giving +(τ/a) dx.

At equilibrium the sum vanishes:

γ cos θ + γ_i − γ_s + τ/a = 0.

Without line tension this is Young's equation,

cos θ_Y = (γ_s − γ_i)/γ.

With line tension it becomes

cos θ = cos θ_Y − τ/(γa).   (1)

The size of the effect is therefore the ratio of two lengths, τ/γ and a. For τ = 10⁻¹⁰ J/m and γ = 1 J/m²,

τ/γ = 10⁻¹⁰ m = 0.1 nm,

and for a = 10 nm

cos θ − cos θ_Y = −0.1/10 = −0.01.

The assumed τ is of atomic magnitude. Over an atomic spacing of about 0.25 nm it amounts to 2.5 × 10⁻²⁰ J, or 0.16 eV per edge atom. This makes 10⁻¹⁰ J/m a reasonable trial value, but it fixes neither the true value nor the sign for a given material.

The quick argument moved the edge without asking what happened to the particle's volume, and it took the shape near the edge for granted. The following derivation deals with both points.

**Why the shape is a spherical cap**

The total energy, apart from a constant, is

E = γA − (γ_s − γ_i)πa² + 2πaτ,   (2)

where A is the free surface area. The volume V is fixed.

First hold the contact circle fixed as well. The last two terms of E are then constant, and A must be stationary at fixed V. Displace the surface outward along its normal by a small amount u. Then

δA = ∫ κu dS,  δV = ∫ u dS,

where κ is the sum of the two principal curvatures. The combination γδA − pδV must vanish for every u, with p a constant that enforces the volume. Hence γκ = p, and κ is uniform.

For an axisymmetric particle this makes the surface a sphere. Let r be the distance from the axis, s the arc length from the top, and ψ the angle by which the profile has turned from the horizontal. Then dr/ds = cos ψ, and the two curvatures are dψ/ds and (sin ψ)/r. Therefore

d(r sin ψ)/ds = cos ψ sin ψ + r cos ψ dψ/ds
= r cos ψ [(sin ψ)/r + dψ/ds]
= κ r dr/ds.

Integration gives r sin ψ = κr²/2 + constant. The constant is zero because the surface reaches the axis, r = 0. Thus sin ψ = κr/2, which describes a sphere of radius R = 2/κ. At the base ψ = θ, so

a = R sin θ.

Line tension does not bend the surface near the edge in this model. It acts through the position of the edge alone.

**Minimizing at fixed volume**

Write c = cos θ. Dividing the cap into rings at polar angle φ gives

A = ∫₀^θ 2πR² sin φ dφ = 2πR²(1 − c).

Dividing it into discs of radius R sin φ and thickness R sin φ dφ, and then setting x = cos φ, gives

V = πR³ ∫₀^θ sin³φ dφ
= πR³ ∫_c^1 (1 − x²) dx
= (πR³/3)(2 − 3c + c³)
= (πR³/3)(2 + c)(1 − c)².

One variable, c, now labels all caps of the given volume. Since ln V is constant,

3 d ln R/dc + 1/(2 + c) − 2/(1 − c) = 0.

Combining the fractions,

3 d ln R/dc = [2(2 + c) − (1 − c)]/[(2 + c)(1 − c)]
= 3(1 + c)/[(2 + c)(1 − c)],

so that

d ln R/dc = (1 + c)/[(2 + c)(1 − c)].   (3)

The base radius is a = R(1 − c²)^(1/2). Its logarithmic derivative is

d ln a/dc = (1 + c)/[(2 + c)(1 − c)] − c/(1 − c²)
= [(1 + c)² − c(2 + c)]/[(2 + c)(1 − c²)]
= 1/G,   (4)

with

G = (2 + c)(1 − c²).

G is positive for 0 < θ < 180°: at fixed volume, a wider base goes with a larger cosine.

The area changes follow. From (3),

dA/dc = 2πR²[2(1 − c) d ln R/dc − 1]
= 2πR²[2(1 + c)/(2 + c) − 1]
= 2πR² c/(2 + c).

From (4), using a² = R²(1 − c²),

d(πa²)/dc = 2πa²/G = 2πR²/(2 + c).

The ratio of these two results is dA/d(πa²) = c. This is the statement used in the quick estimate, now with the adjustment of the whole cap included. The length of the line obeys

d(2πa)/dc = 2πa/G = (1/a) d(πa²)/dc.

Inserting all three changes in (2),

dE/dc = (2πa²/G)[γc − (γ_s − γ_i) + τ/a].   (5)

The factor in front is positive, so equilibrium requires the bracket to vanish. That is equation (1). Fixed volume has not altered the local force balance, but it does determine which a must be used: the base radius of the particle in its final shape.

**Is the stationary shape a minimum?**

Differentiate (5) at equilibrium. The derivative of the factor in front multiplies a zero bracket and drops out. With da/dc = a/G,

d²E/dc² = (2πa²/G)[γ − (τ/a²)(a/G)]
= (2πγa²/G)[1 − τ/(γaG)].   (6)

Within the family of caps the equilibrium is stable if τ/(γa) < G. For c = −0.51,

G = 1.49 × (1 − 0.2601) = 1.10,

against τ/(γa) = 0.01. The particle is far inside the stable range. A numerical second derivative of the energy agreed with (6) here, and also in a case with τ/(γa) raised to 1.2 times the limit and γ_s − γ_i adjusted to keep the same stationary angle. In that case the curvature was negative. This criterion says nothing about deformations that break the axial symmetry.

**The 10 nm particle**

Take θ_Y = 120°, so cos θ_Y = −0.5. Then

cos θ = −0.5000 − 0.0100 = −0.5100,  θ = 120.66°.

The angle rises by 0.66°. A linear estimate shows where this comes from: since d(cos θ) = −sin θ dθ,

Δθ ≈ 0.01/sin 120° = 0.0115 rad = 0.66°.

Positive line tension favours a shorter edge. The particle draws in its base and stands higher. The cap radius is

R = 10/sin 120.66° = 11.63 nm,

and the volume is 5590 nm³. If τ is set to zero at this same volume, the base radius becomes 10.09 nm. Equation (4) gives the same displacement:

Δa ≈ aΔc/G = 10 × 0.01/1.10 = 0.09 nm.

Using the radius without line tension in (1) would give a shift of −0.1/10.09 = −0.0099. For an estimate this difference is immaterial.

Reversing the sign of τ at the same volume raises the cosine by 0.0098 and widens the base to 10.18 nm. The magnitude is slightly below 0.01 because the base is wider, as (1) requires: 0.1/10.18 = 0.0098. This solution keeps the edge circular. With negative τ, the continuum model would favour ripples of the edge shorter than about 0.8 nm, a scale at which atomic structure matters.

The cap and its angle were also tested without assuming either. An axisymmetric profile was described by its distance from the base centre, expanded in polynomials of the cosine of the polar angle, and the energy (2) was made stationary at fixed volume. The resulting cosine change was −0.01000. The squared distances departed from those of a sphere by about 10⁻¹² of a². Raising the polynomial degree from 8 to 12 moved the cosine by 5 × 10⁻⁸.

**Other sizes and other angles**

The same free-profile calculation gave cosine changes of −0.050, −0.020, −0.005 and −0.002 for base radii of 2, 5, 20 and 50 nm. These follow the 1/a law. At 2 nm, c = −0.55 and G = 1.45 × 0.6975 = 1.01, still well above τ/(γa) = 0.05. The stability condition is satisfied, but the base radius is then only about eight atomic spacings, so a continuum description is doubtful for other reasons.

The shift in cosine at given a does not depend on θ_Y, but the shift in angle does. Consider the opposite limit to the overhanging particle, θ_Y = 0. With a = 10 nm, equation (1) gives cos θ = 0.99. For small angles cos θ ≈ 1 − θ²/2, hence

θ ≈ (2 × 0.01)^(1/2) = 0.141 rad = 8.1°.

The same line tension that changes a 120° angle by less than one degree would open a vanishing angle to 8°. Here G = 2.99 × 0.0199 = 0.060, so the cap is still stable by (6), though with less margin. Its height is a tan(θ/2) = 0.7 nm, only a few atomic layers, so this limit shows the trend and is not a prediction for a real particle. At the other end, if cos θ_Y − τ/(γa) falls below −1, no attached cap satisfies (1). For positive τ and shrinking volume, the locally stable cap is lost before the cosine reaches −1, because G goes to zero there and τ/(γa) exceeds it first. Before that point a detached sphere of the same volume is already lower in energy, so the cap is only metastable. With τ/γ = 0.1 nm this begins at a base radius near 0.6 nm for θ_Y = 120° and near 2 nm for θ_Y = 150°.

**When the line tension is not constant**

Let τ vary as the particle changes shape at fixed volume, and assume that the shape remains a cap. The earlier proof does not cover this case: if τ depends on the angle, a slight bend confined to the edge can lower the energy. Each cap of the given volume has one value of a, so τ can be treated as a function of a along this path, even if its variation is physically due to the angle. The line term then contributes

d(2πaτ)/d(πa²) = (2πτ + 2πa dτ/da)/(2πa) = τ/a + dτ/da,

and (1) is replaced by

cos θ = cos θ_Y − (τ/a + dτ/da)/γ.

The estimate of 0.01 requires |dτ/da| to be small compared with τ/a, which is 0.01 J/m² here. If τ depends on the angle alone, (4) gives dτ/da = (G/a) dτ/dc. To leading order this term also falls as 1/a, so comparing particles of different sizes does not separate it from τ itself.

**A surface effect that looks like line tension**

The surface energy itself may depend on curvature. A simple form is

γ(R) = γ(1 − 2δ/R),

where δ is a constant length, R is the radius of the whole cap and γ now denotes the flat-surface value. The shape is kept a cap by assumption; an energy that followed the local curvature could also favour a bend at the edge. The added energy is

E_δ = −(2γδ/R)A = −4πγδR(1 − c).

With (3), its derivative at fixed volume is

dE_δ/dc = −4πγδR[(1 − c) d ln R/dc − 1]
= −4πγδR[(1 + c)/(2 + c) − 1]
= 4πγδR/(2 + c).

Dividing by d(πa²)/dc = 2πR²/(2 + c) gives 2γδ/R. This joins the bracket in (5), so

cos θ = cos θ_Y − τ/(γa) − 2δ/R.

Since 1/R = (sin θ)/a, the new term acts like a line tension

τ_apparent = 2γδ sin θ.

For a rough δ = 0.1 nm, with τ = 0 and the volume unchanged, minimizing the energy gives a cosine change of −0.017. The apparent line tension is 1.7 × 10⁻¹⁰ J/m, larger than the τ under study. For constant τ, and to leading order in 1/a, a plot of cos θ against 1/a has slope

−(τ + 2γδ sin θ_Y)/γ.

A straight line in such a plot is therefore not enough to identify τ. Its slope yields the sum of an edge effect and a surface effect.

**What competes with a shift of 0.01**

The atomic structure of the edge sets one scale. If the contact line moves outward by one spacing d = 0.25 nm at fixed volume, (4) gives

Δc ≈ Gd/a = 1.10 × 0.25/10 = 0.028.

Solving the cap geometry for the full displacement also gives 0.028. Line tension asks for a displacement of 0.09 nm, about a third of this spacing. If the edge can rest only at positions one spacing apart, a single particle cannot follow equation (1) smoothly.

Thermal motion is another scale. Near its minimum the energy is E₀ + ½K(c − c₀)², where K is the second derivative (6). The Boltzmann factor is then a Gaussian in c, with variance k_BT/K. For this particle K = 5.65 × 10⁻¹⁶ J. At 1100 K, k_BT = 1.52 × 10⁻²⁰ J, and

σ_c = (1.52 × 10⁻²⁰/5.65 × 10⁻¹⁶)^(1/2) = 0.0052.

Integration of the Boltzmann factor with the full cap energy gives the same value. Both calculations weight equal intervals of c equally and include just this one mode of motion. The cosine of the cap mode thus fluctuates by about half the line-tension shift. Ripples of the edge add to this: in the same model a given point of the contact line moves by 0.10 to 0.16 nm rms, depending on the shortest wavelength kept, which is more than the 0.09 nm displacement caused by line tension. The shift must therefore be sought in an average around the edge and over time or over many particles.

An uncertain surface energy also matters. If γ is 5% larger while γ_s − γ_i is held fixed,

cos θ_Y = −0.5/1.05 = −0.476,

a change of +0.024. Unlike line tension, this change does not depend on size. It moves the intercept of a plot of cos θ against 1/a. The slope −τ/γ changes too, but only by about 5% of its own value.

Finally, elastic strain e stores an energy of order Me²a³, where M is an elastic modulus, while the surface energy is of order γa². Their ratio is Me²a/γ. For M = 200 GPa, e = 0.001 and a = 10 nm,

(2 × 10¹¹)(10⁻⁶)(10⁻⁸)/1 = 0.002.

This is an energy ratio, not a cosine shift, and geometrical factors have been dropped. At fixed volume, a strain energy per volume that does not depend on the particle's shape causes no shift; only the part that changes with shape counts. If that part is comparable to the whole, the shift is of the order of the ratio, here below 0.01. The strain of 0.001 is an assumed value, and a particle bonded to a mismatched oxide can carry more. The ratio grows as e², so a strain of 0.003 would bring it to 0.018, and the elastic shift could then rival that of the line tension.

**Comparison with nickel on an oxide**

Nickel particles formed by dewetting on an oxide are a real case with which the model can be compared. The surface energy of nickel is roughly 2 J/m², twice the round value used above. With τ, a and θ_Y held fixed, the cosine change is halved to −0.005. The angle of 120° and the line tension are model choices, not measured properties of a particular nickel–oxide pair. The assumption that real nickel breaks most plainly is isotropy: its equilibrium particles can have facets, and a faceted particle has no single contact angle of the kind used here. The 5% change in γ considered above moves the cosine by 0.024, more than the line tension does, but it changes all orientations alike. A surface energy that varies with orientation also exerts a torque on the surface at the edge, which can shift the angle further. A proper treatment would need the energy of each facet and of each edge.

The quick force balance and the fixed-volume derivation therefore agree on the line-tension contribution: −0.01 for the stated values. They do not make −0.01 the total deviation of a real 10 nm particle from Young's angle, because curvature and atomic steps can each contribute as much or more, and facets need a separate treatment. The numerical output below lists the main computed values.

Computed values

```
Surface energy: 1.0 J/m^2
Line tension: 1.0e-10 J/m
Base radius with line tension: 10.00 nm
Line tension / surface energy: 0.100 nm
Young angle: 120.00 deg
Young cosine: -0.5000 (dimensionless)
Cosine change, formula: -0.01000 (dimensionless)
Cosine change, free shape: -0.01000 (dimensionless)
Cosine with line tension: -0.5100 (dimensionless)
Angle with line tension: 120.66 deg
Angle increase: 0.664 deg
Angle increase, linear estimate: 0.662 deg
Particle volume: 5590.0 nm^3
Cap radius: 11.626 nm
Base radius at same volume, zero tau: 10.090 nm
Free-shape departure from sphere: 8.8e-13 (relative)
Cosine shift, degree 8 to 12: -4.9e-08 (dimensionless)
Cosine change at base radius 2 nm: -0.05000
Cosine change at base radius 5 nm: -0.02000
Cosine change at base radius 20 nm: -0.00500
Cosine change at base radius 50 nm: -0.00200
Cosine change for negative tau: 0.00983
Base radius for negative tau: 10.178 nm
Rough nickel surface energy: 2.0 J/m^2
Cosine change at nickel surface energy: -0.00500
Stability limit of tau/(gamma*a): 1.102 (dimensionless)
Cap-mode stiffness: 5.648e-16 J
Curvature length, rough: 0.10 nm
Cosine change from curvature: -0.0172 (dimensionless)
Apparent line tension from curvature: 1.71e-10 J/m
Atomic spacing, rough: 0.25 nm
Cosine change per spacing, linear: 0.0276
Cosine change per spacing, full: 0.0280
Temperature, rough: 1100 K
Thermal cosine width, formula: 0.00519 (dimensionless)
Thermal cosine width, integral: 0.00519 (dimensionless)
Surface-energy spread, rough: 5.0 percent
Cosine change from that spread: 0.0238 (dimensionless)
Elastic modulus, rough: 200 GPa
Residual strain, rough: 0.10 percent
Elastic/surface energy scale: 0.0020 (dimensionless)
```
